# Poisson ratios above one half in stable cubic crystals

A copper wire on a chip is stretched when it cools together with the silicon beneath it, because free copper would shrink more than silicon. Suppose that a piece of such a wire is one single crystal, that its sides are free, and that it is pulled along the crystal direction [110]. How much thinner does it get? In a stable isotropic solid the Poisson ratio is below one half, so each side shrinks by less than half the axial strain. For a copper-like crystal the height along [001] shrinks by 0.80 of the axial strain, and the width along $[1\bar10]$ grows. Both happen in a crystal whose every small deformation costs energy.

## Definitions and the condition of stability

Let $\mathbf n$ be the pulling direction and $\mathbf m$ a unit vector perpendicular to it. The only stress is a small uniaxial tension $\sigma$ along $\mathbf n$. With the strain component $\varepsilon_{mm}=\mathbf m\cdot\varepsilon\,\mathbf m$, the Poisson ratio and Young's modulus are

$$\nu(\mathbf n,\mathbf m)=-\frac{\varepsilon_{mm}}{\varepsilon_{nn}},\qquad E_n=\frac{\sigma}{\varepsilon_{nn}} .$$

A positive ratio means that the side contracts under tension. A negative one means that it expands.

The crystal starts free of stress. It is stable, in the sense used here, if every small nonzero strain raises its energy. For a cubic crystal with axes $x,y,z$ the energy per volume is

$$w=\tfrac12C_{11}\sum_i\varepsilon_{ii}^2+C_{12}\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).$$

Split the diagonal strains into the volume change $\theta=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}$ and the remainders $e_i=\varepsilon_{ii}-\theta/3$, which add up to zero. Then

$$\sum_i\varepsilon_{ii}^2=\frac{\theta^2}{3}+\sum_ie_i^2,\qquad
\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}=\frac12\Big(\theta^2-\sum_i\varepsilon_{ii}^2\Big)=\frac{\theta^2}{3}-\frac12\sum_ie_i^2 .$$

Insertion gives

$$w=\tfrac12K\theta^2+M\sum_ie_i^2+2G(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2),$$

$$K=\frac{C_{11}+2C_{12}}3,\qquad M=\frac{C_{11}-C_{12}}2,\qquad G=C_{44}.$$

Here $K$ resists a change of volume, $M$ resists stretching one cube axis at the expense of the others, and $G$ resists changing the angles between the axes. These three kinds of strain can be chosen independently, so the crystal is stable if and only if $K$, $M$ and $G$ are all positive. Nothing ties $M$ to $G$. An isotropic solid has $M=G$.

The formulas contain no Planck constant, electron mass or charge, and hold unchanged in atomic units. Moduli below are in eV/Å$^3$; one such unit is about 160 GPa.

## The pull along [110]

Take $\mathbf n=(1,1,0)/\sqrt2$. The stress $\sigma n_in_j$ has the components

$$\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\tfrac12\sigma,\qquad \sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0 .$$

The mean of the diagonal entries is $\sigma/3$. Subtracting it leaves the diagonal remainders $s=(\tfrac16,\tfrac16,-\tfrac13)\sigma$. The energy $w$ says how each part strains the crystal:

- The mean stress equals $K\theta$, so each axis receives the strain $\theta/3=\sigma/(9K)$.
- The remainders obey $s_i=2Me_i$, so $e=(\tfrac1{12},\tfrac1{12},-\tfrac16)\,\sigma/M$.
- The shear stress obeys $\sigma_{xy}=2G\varepsilon_{xy}$, so $\varepsilon_{xy}=\sigma/(4G)$.

Along [110] the strain is $\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})+\varepsilon_{xy}$. Along $[1\bar10]$, where $\mathbf m=(1,-1,0)/\sqrt2$, the shear enters with the opposite sign. Therefore

$$\frac{\varepsilon_{110}}\sigma=\frac1{9K}+\frac1{12M}+\frac1{4G},$$

$$\frac{\varepsilon_{1\bar10}}\sigma=\frac1{9K}+\frac1{12M}-\frac1{4G},\qquad
\frac{\varepsilon_{001}}\sigma=\frac1{9K}-\frac1{6M}.$$

The mechanism can be read from the signs. The $M$ part shortens [001] and lengthens every direction in the plane perpendicular to it, including the sideways direction $[1\bar10]$. The $G$ part lengthens [110] and shortens $[1\bar10]$. The $K$ part lengthens all directions alike. The wire widens when the $M$ and $K$ parts together outweigh the $G$ part, which always happens if $M$ is small enough.

Divide the transverse strains by the axial one, change the sign, and multiply numerator and denominator by 36:

$$\nu_{001}=\frac{6/M-4/K}{D},\qquad
\nu_{1\bar10}=\frac{9/G-3/M-4/K}{D},\qquad D=\frac4K+\frac3M+\frac9G .$$

## Numbers for a copper-like lattice

The moduli come from an energy, as second derivatives with respect to strain divided by volume. The energy per atom of the face-centred cubic lattice is taken as

$$U=\sum_jA_0e^{-p(r_j/r_0-1)}-\Big[\sum_j\xi^2e^{-2q(r_j/r_0-1)}\Big]^{1/2}.$$

The first term is a repulsion. The second is the second-moment form of tight binding: the sum of squared hopping amplitudes measures the squared width of the electron band, and the binding energy is taken proportional to the width. The sums run over the 78 neighbours in five shells. The parameters $A_0=0.085$ eV, $\xi=1.2$ eV, $p=11$, $q=2.3$ and $r_0=2.56$ Å are rounded, rough values typical of fits to copper. This is a model energy, not an ab initio calculation; it does not treat the electron density or the separate bands explicitly.

The energy is lowest at a lattice constant of 3.626 Å. Each atom is a centre of inversion, so a uniform strain causes no further shift of atoms within the cell. The moduli are

$$K=0.8671,\qquad M=0.1584,\qquad G=0.5013\quad\text{eV/Å}^3 .$$

All three are positive, and the crystal is stable. These digits belong to the five-shell cutoff. Six to fourteen shells shift the moduli in the third decimal and the two ratios found below by up to 0.003; four shells give 0.76 and $-0.105$ in place of 0.80 and $-0.135$. The three contributions are $1/(9K)=0.1281$, $1/(12M)=0.5262$ and $1/(4G)=0.4987$ Å$^3$/eV. Hence, in the same unit,

$$\frac{\varepsilon_{110}}\sigma=0.1281+0.5262+0.4987\approx1.153,$$

$$\frac{\varepsilon_{1\bar10}}\sigma=0.1281+0.5262-0.4987\approx0.156,$$

$$\frac{\varepsilon_{001}}\sigma=0.1281-2(0.5262)\approx-0.924 .$$

The ratios follow:

$$\nu_{001}=\frac{0.924}{1.153}=0.80,\qquad \nu_{1\bar10}=-\frac{0.156}{1.153}=-0.135 .$$

A direct test does not use these formulas. The lattice was stretched and compressed along [110] by 0.05 percent, and all other strains were varied until the energy was lowest. The resulting ratios were 0.8016 and $-0.1350$, equal to the formula values to the four decimals printed in the numerical output.

Both effects need the difference between $M$ and $G$ here, but the $M$ and $G$ parts of the widening nearly cancel, leaving $0.5262-0.4987=0.0275$; the volume part 0.1281 supplies most of the 0.156. If $M$ is raised to equal $G$, with $K$ and $G$ held fixed, both ratios become 0.26.

The transverse strain changes sign between the two side axes. For $\mathbf m=\cos\vartheta\,[1\bar10]+\sin\vartheta\,[001]$, with both axes normalized, there is no cross term, because $\varepsilon_{xz}=\varepsilon_{yz}=0$. Thus

$$\nu(\vartheta)=\nu_{1\bar10}\cos^2\vartheta+\nu_{001}\sin^2\vartheta .$$

It vanishes at $\tan^2\vartheta=0.135/0.802$, or $\vartheta=22.3^\circ$. In that direction the pull leaves the width unchanged to first order.

## When the two effects occur

Define the anisotropy $A=G/M$ and the stiffness ratio $x=4G/(3K)$. The condition $\nu_{001}>\tfrac12$ reads $2(6/M-4/K)>D$, since $D$ is positive. Collecting terms,

$$\frac9M-\frac9G>\frac{12}K\quad\Longleftrightarrow\quad A>1+x,$$

where the last step multiplies by $G/9$. The condition $\nu_{1\bar10}<0$ reads

$$\frac9G<\frac3M+\frac4K\quad\Longleftrightarrow\quad A>3-x,$$

after multiplication by $G/3$. Both hold when $A$ exceeds the larger threshold, that is, when $A>2+|x-1|$.

The example has $x=0.771$, so the thresholds are 1.77 and 2.23, and $A=3.17$ passes both. With the same $K$ and $G$ but $A=2$, the ratio along [001] would exceed one half while the other stayed positive. A large ratio therefore permits a negative partner but does not require one. When $x>1$ the order of the thresholds is reversed, and the negative ratio can appear without the large one.

Two limits show what the formulas contain. As $M\to0$ with $K$ and $G$ fixed, the terms in $1/M$ dominate, so $\nu_{001}\to2$ and $\nu_{1\bar10}\to-1$. A stretch of one unit along [110] then brings one unit of widening and two units of loss in height. These limits are not reached in a stable crystal, because

$$2-\nu_{001}=\frac{12/K+18/G}{D}>0,\qquad \nu_{1\bar10}+1=\frac{18/G}{D}>0 .$$

If $M$ becomes negative, the crystal is unstable and the argument no longer applies.

In the incompressible limit, $K\to\infty$, multiplication of numerators and denominators by $G/3$ gives

$$\nu_{001}=\frac{2A}{A+3},\qquad \nu_{1\bar10}=\frac{3-A}{A+3}.$$

Their sum is 1, as constant volume demands. At $A=1$ both equal one half. Any $A>1$ moves one above one half and the other below it, and $A>3$ makes the second negative.

## The correct general statement

The bound of one half belongs to isotropic solids. What replaces it is the following.

1. In a stable isotropic solid, $-1<\nu<\tfrac12$.
2. In a stable cubic crystal pulled along any direction, the mean of the two Poisson ratios along any two perpendicular side directions lies between $-1$ and $\tfrac12$. The separate ratios need not.
3. In any stable crystal, $|\nu(\mathbf n,\mathbf m)|<\sqrt{E_n/E_m}$. No number independent of the material bounds the ratio.

**Proof of 1.** In an isotropic solid all directions are equivalent, so the [110] formulas with $M=G$ suffice. Both become

$$\nu=\frac{6/G-4/K}{4/K+12/G}=\frac{3K-2G}{2(3K+G)} .$$

The distances from the two bounds are

$$\frac12-\nu=\frac{3G}{2(3K+G)}>0,\qquad \nu+1=\frac{9K}{2(3K+G)}>0 .$$

Isotropy forces equal transverse strains, and this is why one half is the value for constant volume.

**Proof of 2.** Let $\mathbf m$ and $\mathbf t$ be two perpendicular side directions. The volume change is the sum of the three perpendicular strains:

$$\theta=\varepsilon_{nn}\,[1-\nu(\mathbf n,\mathbf m)-\nu(\mathbf n,\mathbf t)] .$$

A uniaxial tension has mean stress $\sigma/3$ whatever its direction. In a cubic crystal this equals $K\theta$, so $\theta=\sigma/(3K)$. With $\varepsilon_{nn}=\sigma/E_n$,

$$\nu(\mathbf n,\mathbf m)+\nu(\mathbf n,\mathbf t)=1-\frac{E_n}{3K}.$$

It remains to bound $E_n$. The stored energy is $w=\tfrac12\sigma\varepsilon_{nn}=\sigma^2/(2E_n)$. Its volume part is $\tfrac12K\theta^2=\sigma^2/(18K)$. The other parts of $w$ are positive, because a uniaxial stress is never a pure pressure. Hence $1/E_n>1/(9K)$, or $0<E_n<9K$. The sum of the two ratios lies between $-2$ and 1, and their mean between $-1$ and $\tfrac12$.

It follows that if one ratio exceeds one half, the perpendicular one is below one half, and if one reaches 1, the other must be negative. In the example the sum is $0.802-0.135=0.667$. The volume grows by one third of the axial strain, although one ratio is far above one half.

**Proof of 3.** Apply tensions $a$ along $\mathbf n$ and $b$ along $\mathbf m$. Let $S_{nn}=1/E_n$ and $S_{mm}=1/E_m$ be the strains along each direction per unit tension along the same direction, and $S_{nm}$ the strain along one per unit tension along the other. The two cross responses are equal because both are the same mixed second derivative of the energy. Stability requires

$$2w=a^2S_{nn}+2ab\,S_{nm}+b^2S_{mm}>0$$

for all $a,b$ not both zero, which implies $S_{nm}^2<S_{nn}S_{mm}$. Since $\nu(\mathbf n,\mathbf m)=-S_{nm}/S_{nn}$,

$$\nu^2<\frac{S_{mm}}{S_{nn}}=\frac{E_n}{E_m}.$$

For the example this gives the bound 1.39 on $\nu_{001}$, whose value is 0.80.

To see that no universal number exists, consider an orthotropic crystal, one with three perpendicular mirror planes. In arbitrary units let $S_{11}=1$, $S_{22}=s^2$, $S_{12}=-0.9s$ and $S_{33}=1$, with no other coupling and positive shear moduli. The coupled block has determinant $s^2-0.81s^2=0.19s^2>0$, so the crystal is stable for every $s>0$. Its ratio is $\nu_{12}=0.9s$, as large as one likes. At $s=10$ it is 9, while the ratio towards axis 3 is zero. The sum exceeds 1, so statement 2 does not extend to this lower symmetry: the crystal loses volume when pulled along axis 1. This does not conflict with the stability shown above: the free sides carry no stress, so the work done is $\tfrac12\sigma\varepsilon_{nn}$, which is positive even though the volume falls.

## The wire on a chip

Take a wire 1000 nm long, with a width of 100 nm along $[1\bar10]$ and a height of 100 nm along [001]. Let it be stretched by 0.2 percent, the rough size of a thermal mismatch strain for a temperature change of 150 K. The model modulus is $E_{110}=0.867$ eV/Å$^3$, or 139 GPa, and the stress is $0.002\times139=0.28$ GPa. Measured from a free wire at the same temperature, the length grows by 2 nm, the width grows by 0.027 nm, and the height shrinks by 0.161 nm. The thermal shrinkage of the free copper itself over 150 K is roughly 0.25 nm in each 100 nm side, so the cooled wire is still narrower than it was when hot.

Real copper has a Young's modulus along [110] of roughly 130 GPa and a ratio $G/M$ of roughly 3, so the model lies in the right regime. The sides of a wire on a chip, however, are not free. Suppose the strain along [001] is held at zero while $[1\bar10]$ stays free. A stress along [001] then cancels the strain there. With $t$ for [001], its size is $-\sigma S_{nt}/S_{tt}$, and it subtracts $S_{nt}^2/S_{tt}$ from both remaining strains per unit stress; the subtraction is the same because [001] couples equally to all directions in its perpendicular plane. Here $S_{nt}=-0.924$ and $S_{tt}=1/(9K)+1/(3M)=2.233$ Å$^3$/eV, so the subtraction is 0.383 and

$$-\frac{\varepsilon_{1\bar10}}{\varepsilon_{110}}=-\frac{0.156-0.383}{1.153-0.383}\approx0.29 .$$

The widening has turned into a contraction. A substrate under the wire restrains the width rather than the height; if the width is held at zero strain and [001] is free, the same construction gives a height ratio of 0.71 in place of 0.80. Liners and dielectrics hold all sides partly, and on cooling they can also stretch them, so the sign in a real structure needs a calculation with its actual surroundings.

Grain structure matters too. For many grains of random orientation, the assumptions of uniform strain and uniform stress give Poisson ratios of 0.32 and 0.36. Such a wire is isotropic on average and obeys the bound of one half. The single-crystal result applies to a grain with the stated orientation only if its sides are free, as when it fills the whole cross-section of a free wire. A grain enclosed by others is held by them, and its ratios can differ strongly from those of the free crystal.

The other corrections sized here are smaller. At the full 0.2 percent stretch the ratios are 0.804 and $-0.136$; at 1 percent they are 0.813 and $-0.142$. About 1.4 percent of the atoms lie within one lattice constant of a side; this count suggests a small surface effect but does not give the change in the ratios. An estimate in which each atom vibrates independently in the cage of its neighbours gives 0.76 and $-0.11$ at 400 K. That estimate neglects the correlated motion of atoms, and this reverses the shift: a quasi-harmonic sum over the phonons of the same model gives about 0.82 and $-0.15$ at 400 K. Both effects survive warming in the model, but these shifts of a few hundredths should not be read as values for real copper. Plastic flow, defects and the entropy of the electrons are left out. Plastic flow may matter at this load, since the flow stress of thin copper is roughly a few tenths of a GPa; the elastic ratios then describe only the recoverable part of the strain.

## Computed results

```
random cubic: nu_001>1/2 and nu_1-10<0: 113 of 600
random cubic: nu_001>1/2 and nu_1-10>0: 30 of 600
random triclinic: ratio sum above 1: 99 of 600
orthotropic example, Poisson ratio: 9.00
orthotropic example, least stiffness eigenvalue: 0.00992 (model units)
repulsion A: 0.085 eV
hopping xi: 1.20 eV
decay p: 11.0
decay q: 2.3
reference distance: 2.56 angstrom
neighbours in five shells: 78
lattice constant: 3.6255 angstrom
C11: 1.0782 eV/A^3
C12: 0.7615 eV/A^3
K: 0.8671 eV/A^3
M=(C11-C12)/2: 0.1584 eV/A^3
G=C44: 0.5013 eV/A^3
A=G/M: 3.166
x=4G/(3K): 0.771
threshold 1+x: 1.771
threshold 3-x: 2.229
1/(9K): 0.1281 A^3/eV
1/(12M): 0.5262 A^3/eV
1/(4G): 0.4987 A^3/eV
strain per stress along [110]: 1.1531 A^3/eV
strain per stress along [1-10]: 0.1557 A^3/eV
strain per stress along [001]: -0.9243 A^3/eV
E[110]: 0.8673 eV/A^3
E[110] converted: 139.0 GPa
nu_001 formula: 0.8016
nu_001 relaxed lattice: 0.8016
nu_1-10 formula: -0.1350
nu_1-10 relaxed lattice: -0.1350
sum of the two ratios: 0.6666
pair bound sqrt(E110/E001): 1.3916
zero-strain direction, angle from [1-10]: 22.3 deg
Poisson ratio if M is set equal to G: 0.2576
wire strain: 0.2 percent
wire stress (linear): 0.278 GPa
wire length 1000 nm changes by: 2.000 nm
wire width 100 nm [1-10] changes by: 0.0272 nm
wire height 100 nm [001] changes by: -0.1608 nm
nu_001 at 0.2 percent stretch: 0.8041
nu_1-10 at 0.2 percent stretch: -0.1362
nu_001 at 1 percent stretch: 0.8134
nu_1-10 at 1 percent stretch: -0.1416
temperature of use: 400 K
lattice constant at 400 K: 3.6575 angstrom
K at 400 K: 0.7411 eV/A^3
M at 400 K: 0.1506 eV/A^3
G at 400 K: 0.4474 eV/A^3
nu_001 at 400 K: 0.7579
nu_1-10 at 400 K: -0.1143
nu_1-10 with [001] side held rigidly: 0.2945
random texture nu, uniform strain: 0.3158
random texture nu, uniform stress: 0.3596
atoms within one lattice constant of a side: 1.44 percent
```
